Why an atomic junction starts heating above one vibrational quantum

**Q:** I cool a single-atom contact until its vibration is in the ground state, then raise the voltage. Current flows at any voltage, yet the atom is said to start heating only when the bias energy passes one vibrational quantum. Why does a small current not shake it a little?

**A:** Exciting the atom takes one whole quantum ω, and a single electron must supply it. The electron also needs an empty state to end in. I will find which electrons can meet both demands, then how fast they do so.

Take a chain of sites with hopping −t. The middle site, n = 0, is the vibrating atom, with site energy ε₀. The junction is mirror symmetric and has one channel; electrons interact with the vibration but not with each other. I use atomic units, so ħ = 1, with lengths along the chain counted in sites.

States fed by the left lead are filled up to μ_L, those fed by the right lead up to μ_R. The bias energy, charge times voltage, is

U = μ_L − μ_R > 0.

The bias enters through these fillings alone; I neglect the change of the wave functions by the field.

**Q:** How does an electron push on the atom in this model?

**A:** Through the bonds. If the atom moves right by x, the left bond stretches and its hopping strength falls to t − αx, while the right one rises to t + αx. The part of the Hamiltonian linear in x is H′ = xV, with

V = α(|−1⟩⟨0| − |0⟩⟨1| + h.c.).

For a harmonic vibration of mass M, x = ℓ(a + a†) with

ℓ² = 1/(2Mω).

The element of x between the ground state and the first excited level is therefore ℓ.

**Q:** Where does the golden rule come in?

**A:** Let an electron go from state i to state f while the atom gains one quantum. The total energy changes by

Δ = E_f − E_i + ω.

To first order in H′, the amplitude after time τ is

c(τ) = −iℓV_fi ∫₀^τ exp(iΔs) ds.

The integral has magnitude |sin(Δτ/2)/(Δ/2)|, so

|c(τ)|² = ℓ²|V_fi|² sin²(Δτ/2)/(Δ/2)².

As a function of Δ, the last factor is a peak at Δ = 0 of area 2πτ. If pairs of states are spread smoothly through Δ = 0, the summed probability grows as τ, at the rate

Γ = 2πℓ² Σ |V_fi|² δ(E_f − E_i + ω).

If instead every allowed pair has Δ ≥ Δ₀ > 0, each factor stays below 4/Δ₀². The probability then remains bounded: the electrons and atom adjust to their coupling, but no energy accumulates. That is the answer to your "little shake". A small current does perturb the atom, but at this order it does not keep feeding it.

**Q:** Which pairs are allowed at zero temperature?

**A:** The initial state must be filled and the final state empty. Go through the four combinations.

- Left-fed to left-fed: E_i < μ_L and E_f > μ_L, so the electron would have to gain energy.
- Right-fed to right-fed: the same argument holds with μ_R.
- Right-fed to left-fed: E_i < μ_R and E_f > μ_L, which is worse still.
- Left-fed to right-fed: E_i < μ_L and E_f > μ_R, so the electron can lose energy, but less than U.

Emission needs E_f = E_i − ω. For the last combination this gives

μ_R + ω < E_i < μ_L.

The interval has width U − ω if U > ω, and is empty otherwise. Below threshold every pair has Δ > ω − U, so the bounded case applies. The onset thus comes from Pauli blocking together with energy conservation. The force of an electron on the atom does not switch on at U = ω; the final states become available there.

A direct sum over filled and empty states shows the difference. On a perfect ring of 2000 sites with U = 0.508t, I followed the first-order probability from time 100/t to 300/t. For ω = 0.2t its mean growth rate agrees with the rate formula we reach below to the four decimals printed. For ω = 0.8t, with the same fillings, it is 3.8×10⁻⁶ of that growth. This remainder is not a slow rate but the residue of a bounded oscillation: other start and end times give a few parts in a million of either sign.

**Q:** So the window sets the threshold. What sets the slope above it?

**A:** The matrix elements between scattering states. First take a perfect chain, ε₀ = 0, with waves exp(ikn). Inserting them in V gives

⟨k′|V|k⟩ = α[exp(ik′) + exp(−ik) − exp(ik) − exp(−ik′)]
= 2iα(sin k′ − sin k).

The velocity is v = dE/dk = 2t sin k, because E = −2t cos k. An electron that continues forward with nearly the same speed hardly couples. One that turns round has sin k′ ≈ −sin k and couples strongly. In a perfect contact, emission is therefore essentially backscattering.

**Q:** My contact transmits less than perfectly. Does that change the threshold?

**A:** Not in this model, but it changes the slope. Let ε₀ differ from zero. By symmetry there is an odd and an even wave at each energy:

s_n = sin(kn), c_n = cos(k|n| + δ).

The odd wave vanishes on the atom and does not feel ε₀. The even wave must satisfy the equation at site 0,

−2t cos k cos δ = ε₀ cos δ − 2t cos(k + δ).

Expanding the last cosine cancels the left side and leaves

tan δ = −ε₀/(2t sin k).

The left-fed state is L = exp(iδ)c + is. For n < 0 it equals

exp(ikn) + ½[exp(2iδ) − 1]exp(−ikn),

an incoming wave of unit amplitude and a reflected one. For n > 0 it equals

½[exp(2iδ) + 1]exp(ikn) = exp(iδ) cos δ exp(ikn).

The transmission is therefore T = cos²δ. The right-fed state is the mirror image, R = exp(iδ)c − is.

Now apply V. It is odd under reflection, so it connects only even with odd waves:

⟨s|V|c⟩ = αc₀(s₋₁ − s₁) = −2α sin k cos δ ≡ w.

Here s₀ = 0 removed two terms. Since ω is small compared with t, I use the same k and δ before and after emission. Taking the complex conjugate of the coefficients in the final state,

⟨R|V|L⟩ = iw[exp(−iδ) + exp(iδ)] = 2iw cos δ,
⟨L|V|L⟩ = iw[exp(−iδ) − exp(iδ)] = 2w sin δ.

Square these and divide by v² = 4t² sin²k:

|V_RL|²/v² = 4(α/t)²T²,
|V_LL|²/v² = 4(α/t)²T(1 − T).

By symmetry the right-right element is minus the left-left one, so their squares are equal.

**Q:** Why divide by the velocity squared?

**A:** It comes from counting states. A sum over states of unit incoming amplitude becomes an integral over dk/(2π), which is dE/(2πv). There is one such factor for the initial and one for the final state. For each spin,

Γ = 2πℓ² ∫ dE/(2πv) ∫ dE′/(2πv′) |V_RL|² δ(E′ − E + ω).

The delta function removes the integral over E′. With v′ ≈ v,

Γ = (ℓ²/2π) ∫ dE |V_RL|²/v².

I take U to be small compared with t as well, so T hardly varies across the window. The integrand is then constant at this accuracy, and the window has width U − ω. Including two spins,

Γ_em = 2 × (ℓ²/2π) × 4(α/t)²T² × (U − ω)
= gT²(U − ω) for U > ω,

and Γ_em = 0 for U < ω, where

g = (4/π)(αℓ/t)².

Each emission deposits ω, so the initial heating power is

W = ωΓ_em.

The power is continuous at threshold; its slope against bias jumps from zero to ωgT². You should look for a kink, not a step.

**Q:** Put numbers to it.

**A:** Take rough values in the regime of a single-atom palladium contact: mass 106.42 u, ω = 0.020 eV, t = 1 eV, α = 1 eV/Å and T = 0.8. The zero-point length is ℓ = 0.0313 Å, so αℓ/t = 0.0313 and

g = (4/π) × 0.0313² = 1.25×10⁻³.

At a bias of 0.050 V the open window is 0.050 − 0.020 = 0.030 eV. Then

gT²(U − ω) = 1.25×10⁻³ × 0.64 × 0.030 eV = 2.40×10⁻⁵ eV.

Division by ħ gives 3.65×10¹⁰ emissions per second. Multiplication by 0.020 eV gives a heating power of 7.29×10⁸ eV/s, or 117 pW.

A separate integration with Green functions, which keeps the energy dependence of the waves, gives zero at 0.010 and 0.020 V. It gives 1.22×10¹⁰ s⁻¹ at 0.030 V and 2.43×10¹⁰ s⁻¹ at 0.040 V. Equal steps in voltage above threshold add equal amounts, as the formula requires. At 0.050 V, with the bias window centred on the middle of the band, the band curvature changes the rate by only 2×10⁻⁵ of its value. The change grows toward a band edge, to about 10⁻⁴ for a window centred at −1.5t.

**Q:** Is 117 pW much, compared with the electrical power?

**A:** It is a small part. The electron flow is 2TU/(2π) = TU/π. Dividing the emission rate by it gives the number of emissions per transmitted electron:

Γ_em/(TU/π) = 4(αℓ/t)²T(1 − ω/U).

Here that is 3.14×10⁻³ × 0.6 = 1.89×10⁻³, or about one emission for every 530 electrons. Each emission takes ω out of the energy U delivered per electron, a fraction 0.020/0.050 = 0.4. The vibration thus initially receives 7.5×10⁻⁴ of the Joule power. In this model the remaining energy is carried into the leads by the electrons.

The formula also covers a poorly transmitting contact, provided it keeps mirror symmetry. If T is lowered through ε₀ with the other parameters fixed, the emission rate falls as T², while the current falls as T. Each transmitted electron then becomes a less effective heater, but the threshold stays at U = ω. This is not a rule for tunnel contacts in general. If T is lowered instead by weakening one bond, with each bond's α proportional to its hopping, the emission rate falls only as T and the number of emissions per electron stays constant.

**Q:** Once the atom is excited, can it not give the energy back?

**A:** Yes, and this limits the heating. From level n, emission is enhanced by n + 1 and absorption by n. In absorption an electron goes up by ω, so same-lead transitions now have open windows of width ω. For U > ω the contributions to Γ_abs are

left to right: gT²(U + ω),
left to left: gT(1 − T)ω,
right to right: gT(1 − T)ω.

Right to left would need ω > U, so it is closed. Subtract emission from absorption:

Γ_abs − Γ_em = gT²[(U + ω) − (U − ω)] + 2gT(1 − T)ω
= 2gT²ω + 2gTω − 2gT²ω
= 2gTω.

This is the electronic damping of the vibration. Below threshold emission vanishes and right to left opens with width ω − U. The absorption is then

gT²[(U + ω) + (ω − U)] + 2gT(1 − T)ω = 2gTω,

the same value. So below threshold the current-carrying electrons cool an excited atom.

Let the vibration also leak energy into cold lead phonons at rate κ. Its mean population N obeys

dN/dτ = (N + 1)Γ_em − N(Γ_abs + κ)
= Γ_em − N(2gTω + κ).

Setting this to zero gives, above threshold,

N = gT²(U − ω)/(2gTω + κ).

**Q:** How hot does the atom become?

**A:** That depends strongly on the leakage. The electronic damping width in the example is

2gTω = 2 × 1.25×10⁻³ × 0.8 × 0.020 eV = 4.0×10⁻⁵ eV.

Without leakage, N = 2.40×10⁻⁵/4.0×10⁻⁵ = 0.60. The coupling g has cancelled:

N = T(U − ω)/(2ω).

A weakly coupled atom would reach the same population, but more slowly. With a leakage width of 0.001 eV, the denominator is 1.04×10⁻³ eV and N = 0.023.

A temperature can be assigned because the rates up and down between neighbouring levels n and n + 1 are both proportional to n + 1. In the steady state their population ratio is the same for all n, as in a thermal oscillator, and equals N/(N + 1). Thus

k_BΘ = ω/ln(1 + 1/N).

This gives 237 K without leakage and 61 K with it. The second number may look large for a population of 0.023, but it describes a 0.020 eV oscillator that is nearly always in its ground state. It is not the temperature of the leads.

**Q:** What happens far above threshold?

**A:** For U ≫ ω, but with U still small compared with the band width, the window approaches U. Without leakage N approaches TU/(2ω). When N is large, ln(1 + 1/N) ≈ 1/N, so

k_BΘ ≈ ωN ≈ TU/2.

The quantum drops out: a well-isolated atom is then heated as a classical oscillator would be, to a temperature set by the bias. With fixed strong leakage, κ ≫ 2gTω, the population is instead gT²U/κ and does depend on the coupling.

**Q:** My cryostat is at 4.2 K, not zero. How sharp is the onset there?

**A:** Replace the sharp fillings by Fermi functions f at the lead temperature Θ_e, which is distinct from the atom's effective temperature Θ. The window becomes

∫ f(E − μ_L)[1 − f(E − ω − μ_R)] dE.

Call the two arguments a and b. Their difference is constant:

a − b = ω − U ≡ D.

Writing out the Fermi functions shows that

f(a)[1 − f(b)] = [f(b) − f(a)]/[exp(D/k_BΘ_e) − 1].

The integral of f(b) − f(a) is the distance between the two Fermi edges, μ_R + ω − μ_L = D. Hence the window is

D/[exp(D/k_BΘ_e) − 1].

Well below threshold it is exponentially small; well above, it returns to U − ω. At threshold it tends to k_BΘ_e, which is 3.6×10⁻⁴ eV at 4.2 K. That is 1.2% of the 0.030 eV window open at 0.050 V.

**Q:** And if the vibration itself has a finite lifetime?

**A:** Then its quantum is not sharp, and part of its spectrum lies below ω. For an estimate, give it a Lorentzian distribution of full width κ and keep the coupling fixed across it. With y the distance below ω, the window at U = ω is

∫₀^ω y(κ/2π)/(y² + κ²/4) dy = (κ/4π) ln(1 + 4ω²/κ²).

For κ = 0.001 eV this is 5.9×10⁻⁴ eV, or 2.0% of the same open window. It exceeds the thermal rounding at 4.2 K. The logarithm collects weight from far down the Lorentzian tail, where a real phonon spectrum can differ, so only the size should be trusted.

**Q:** How far can I trust first-order theory for the emission itself?

**A:** The coupling here is weak enough for a direct comparison. Send one electron through the junction with no Fermi sea, so that both same-lead and opposite-lead final states are open. The golden rule gives the one-quantum probability

4(αℓ/t)²[T² + T(1 − T)] = 4(αℓ/t)²T = 3.142×10⁻³.

Solving the coupled electron and vibration without perturbation theory, with up to four quanta kept, gives 3.128×10⁻³. The golden-rule value is 0.5% too high. This figure and the next belong to a hopping strictly linear in x. A term of size α²x²/(2t), such as an exponential bond has, enters at the same order; depending on its sign it moves the first figure between about 0.3% and 0.6% and raises the second to about 2.0×10⁻³. With linear hopping, emission of two quanta has 1.8×10⁻³ of the one-quantum probability. At zero temperature one electron can do this only for U > 2ω, here above 0.040 V.

This comparison does not include processes in which several electrons act together. The sharp zero below U = ω is therefore a lowest-order statement, not a claim about an arbitrarily strongly coupled junction.

**Q:** How close is this to a real palladium contact?

**A:** It has the right scale, but it is not a prediction for a particular contact. A quantum of 0.020 eV is a reasonable rough value for palladium, and it lies within the range of the bulk vibrations. The atom can therefore pass energy readily to the leads, and a leakage width larger than my 0.001 eV is quite possible. At 0.010 eV, with all else fixed, N would fall about tenfold and the onset would be much less distinct.

The assumption most plainly broken is the single channel: palladium has several channels derived from d states. Two equal, independent channels would double the emission rate and raise N with the original leakage from 0.023 to 0.044. Unequal or mixed channels need their own matrix elements. A contact without mirror symmetry also changes the factors T² and T(1 − T).

**Q:** What should I look for, then, to tell this mechanism from ordinary warming of the leads?

**A:** Look for a change of slope in the vibrational population near U = ω. In this model, with cold leads, fixed leakage and the linewidth neglected, the population is zero below that point and linear in U − ω above it; the linewidth adds a small tail below threshold. A heavier isotope of the same atom, with the bonds unchanged, has ω proportional to M^(−1/2), so the onset should move down by that factor. For palladium the effect is small: from mass 102 to 110 the shift is about 0.8 meV, less than the 0.001 eV linewidth assumed above. Resolving the kink requires k_BΘ_e of the leads and the linewidth to be well below ω. If either is comparable with ω, a smooth rise does not rule the mechanism out. The numerical output lists the values behind these estimates.

Computed results

```
INPUTS (rough, Pd-contact regime)
atomic mass                    106.42 u
vibrational quantum            0.020 eV
bias                           0.050 V
hopping t                      1.0 eV
alpha                          1.0 eV/angstrom
transmission T                 0.80
phonon leakage width           0.0010 eV
bath temperature               4.2 K
ONSET
zero-point length ell          0.0313 angstrom
alpha*ell/t                    0.0313
g = (4/pi)(alpha*ell/t)^2      1.250e-03
open energy window             0.030 eV
numeric rate at 0.010 V        0.000e+00 1/s
numeric rate at 0.020 V        0.000e+00 1/s
numeric rate at 0.030 V        1.216e+10 1/s
numeric rate at 0.040 V        2.431e+10 1/s
numeric rate at 0.050 V        3.647e+10 1/s
formula rate at 0.050 V        3.647e+10 1/s
initial heating power          7.294e+08 eV/s
initial heating power          116.9 pW
electron flow                  1.934e+13 1/s
emissions per electron         1.885e-03
Joule power                    9.672e+11 eV/s
heating/Joule power            7.542e-04
STEADY STATE
N without leakage              0.600
effective temperature          237 K
N with leakage                 0.0231
effective temperature          61 K
electronic damping width       4.00e-05 eV
TIME GROWTH ON RING (t = hbar = 1)
ring bias energy               0.508 t
growth/formula, quantum 0.2 t  1.0000
growth 0.8 t / growth 0.2 t    3.8e-06
NEGLECTED EFFECTS
thermal window at threshold    3.62e-04 eV
  relative to open window      0.012
lifetime window at threshold   5.87e-04 eV
  relative to open window      0.020
one-electron golden prob.      3.1424e-03
coupled-channel prob.          3.1277e-03
two-quantum/one-quantum prob.  1.76e-03
band-curvature rate change     -1.8e-05
N, two equal channels, leaky   0.0445
```
